# Resonances of Exact Ring-Polymer Propagation and Their Removal by the Cayley Transform

**Q.** The free ring polymer is a set of harmonic oscillators, and we can propagate it exactly. How can an exact step make an integrator unstable?

**A.** The free step is used between force kicks, so what matters is whether its stability survives a small change of the map. Take \(P\) beads of mass \(m\) on a ring, one coordinate each, with \(\omega_P=P/(\beta\hbar)\) and
\[ H=\sum_{j}\Big[\tfrac12 m v_j^2+\tfrac12 m\omega_P^2(q_j-q_{j+1})^2+V(q_j)\Big],\quad q_{j+P}=q_j . \]
The spring force per unit mass is \(-Wq\), with \((Wq)_j=\omega_P^2(2q_j-q_{j+1}-q_{j-1})\). On \(q_j=e^{2\pi i jk/P}\) this gives \(\omega_P^2[2-2\cos(2\pi k/P)]q_j\), so the eigenvalues are \(\omega_k^2\) with \(\omega_k=2\omega_P\sin(\pi k/P)\), \(k=0,\dots,P-1\). Mode \(k=0\) is the centroid, and the others are internal modes. In an orthonormal real mode basis, with \(z=(q,v)\), each mode obeys \(\dot z=Az\), \(A=\begin{pmatrix}0&1\\-\omega^2&0\end{pmatrix}\). The exact step \(E=e^{hA}\) is
\[ q'=q\cos\theta+\frac{v}{\omega}\sin\theta,\qquad v'=-\omega q\sin\theta+v\cos\theta,\qquad \theta=\omega h, \]
a rotation by \(\theta\) in the variables \((\sqrt\omega\,q,\ v/\sqrt\omega)\). The full step is \(BEB\), where \(B\) is the half kick \(v\to v-\tfrac h2Kq\). I linearize the force, so that \(K\) is the Hessian of the potential divided by \(m\), symmetric and, until I say otherwise, constant in time. No thermostat acts.

**Q.** "Survives a small change" is vague. Which changes are allowed?

**A.** Symplectic ones. Define \(\langle z,z'\rangle=v\cdot q'-q\cdot v'\), and call \(S\) symplectic if \(\langle Sz,Sz'\rangle=\langle z,z'\rangle\). The kick is symplectic: the terms it adds, \(-\tfrac h2(Kq)\cdot q'+\tfrac h2q\cdot Kq'\), cancel because \(K\) is symmetric. The form is unchanged by the orthogonal change to modes, and in one mode it is the determinant of two vectors, which a \(2\times2\) block of unit determinant preserves. So \(E\) is symplectic. A matrix is stable if its powers are bounded, and a symplectic matrix is strongly stable if every symplectic matrix in some neighbourhood of it is stable.

The centroid must be set apart. For \(\omega=0\), \(A^2=0\) and \(E=1+hA\), so \(q\) grows as \(Nhv\) after \(N\) steps. That is free flight, and it is not stable. Statements on the free step therefore concern the internal modes.

**Q.** On those modes \(E\) is a rotation, and its powers are bounded for every \(h\). Where does it fail?

**A.** Let \(\omega_kh=n\pi\) for some mode and integer \(n\ge1\). The block of \(E\) is then \((-1)^n\) times the unit matrix. Let \(K=\kappa\) act on that mode. The block of \(BEB\) is \((-1)^nB^2\), and \(B^2\) is the shear \(v\to v-h\kappa q\), which leaves \(q\) alone. After \(N\) steps
\[ q_N=(-1)^{nN}q_0,\qquad v_N=(-1)^{nN}\,(v_0-Nh\kappa\,q_0). \]
The velocity is unbounded for every \(\kappa\neq0\) and \(q_0\neq0\). As \(\kappa\to0\), \(BEB\) is a symplectic matrix tending to \(E\), so every neighbourhood of \(E\) holds an unstable map, and \(E\) is stable without being strongly stable. Physically, the mode is found at the same phase, or the opposite one, at each kick. A linear force changes sign with the position, so all the impulses add coherently.

**Q.** That needs \(\omega_kh\) to equal \(n\pi\) exactly, and the growth is linear. A generic step would miss it.

**A.** With a kick of finite strength each resonance has a band beside it, and the growth in the band is exponential. Take the same harmonic well on every bead, \(K=\Omega^2 I\), so that the modes stay uncoupled. The block of \(BEB\) has unit determinant, so its eigenvalues solve \(\lambda^2-2\tau\lambda+1=0\) with \(\tau\) half the trace. For \(|\tau|<1\) they are distinct and of unit modulus, and for \(|\tau|>1\) they are real with \(\ln|\lambda|=\operatorname{arccosh}|\tau|\) for the larger one. The trace is cyclic, so \(\operatorname{tr}BEB=\operatorname{tr}EB^2\), whose diagonal elements are \(\cos\theta-(h\Omega^2/\omega)\sin\theta\) and \(\cos\theta\). With \(\tan\phi=\Omega^2h/(2\omega)\), \(0<\phi<\pi/2\),
\[ \tau=\cos\theta-\tan\phi\,\sin\theta=\frac{\cos(\theta+\phi)}{\cos\phi}. \tag{1} \]
Now \(|\tau|>1\) means \(|\cos(\theta+\phi)|>\cos\phi\), that is, \(\theta+\phi\) lies within \(\phi\) of a multiple of \(\pi\):
\[ n\pi-2\phi<\theta<n\pi,\qquad n=1,2,\dots \tag{2} \]
The band lies below \(n\pi\) because the well stiffens the mode: for \(\theta\) away from multiples of \(\pi\), (1) describes, to first order in \(\phi\), a rotation by \(\theta+\phi\), so the phase per step runs ahead of \(\theta\). At fixed \(\phi\) the growth is largest where \(|\cos(\theta+\phi)|=1\), which gives \(\ln|\lambda|\le\operatorname{arccosh}(\sec\phi)=\operatorname{arsinh}(\tan\phi)\). The linear shear is the upper edge of the band.

**Q.** What does that cost in step size?

**A.** The lower edge of the first band has \(\phi=\pi/2-\theta/2\), so \(\tan\phi\,\tan(\theta/2)=1\). Since \(\Omega^2h/(2\omega)=(\Omega h/2)^2/(\theta/2)\),
\[ \Big(\frac{\Omega h}{2}\Big)^2\frac{\tan(\theta/2)}{\theta/2}=1. \tag{3} \]
The function \(\tan u/u\) exceeds 1 and increases on \((0,\pi/2)\), because its derivative is \((u-\sin u\cos u)/(u\cos u)^2>0\). The left side of (3) thus rises from 0 to infinity as \(h\) goes from 0 to \(\pi/\omega\), and at fixed \(h\) it is largest for the fastest mode. The smallest root \(h_1\) belongs to \(\omega_{\max}\), and \(h_1<2/\Omega\). The centroid has \(\operatorname{tr}EB^2=2-\Omega^2h^2\) and is stable for \(\Omega h<2\), so \(h_1\) is the first unstable step of the whole ring. At the edge \(\pi-\theta=2\phi<\Omega^2h/\omega<\pi\Omega^2/\omega^2\), so \(h_1\) falls short of \(\pi/\omega_{\max}\) by a fraction less than \(\Omega^2/\omega_{\max}^2\). For even \(P\), \(\omega_{\max}=2\omega_P\) and \(\pi/\omega_{\max}=\pi\beta\hbar/(2P)\), which vanishes as \(P\) grows.

**Q.** I would like numbers.

**A.** Take round model parameters: a harmonic well of 3000 cm\(^{-1}\), which is \(\Omega=0.5651\) fs\(^{-1}\), at \(T=300\) K, with \(P=32\) and \(h=1.2\) fs. Then \(\beta\hbar=25.4608\) fs, \(\omega_P=32/25.4608=1.25684\) fs\(^{-1}\), and \(\Omega h=0.67811\), well under the centroid limit of 2. For \(k=16\), \(\omega=2\omega_P=2.5137\) fs\(^{-1}\) and \(\theta=2.5137\times1.2=3.0164\). Next \(\tan\phi=0.5651\times0.67811/(2\times2.5137)\) gives \(\phi=0.07608\), and the band starts at \(\pi-2\phi=2.98944\). The angle is inside it. Equation (1) gives \(\tau=\cos(3.01640+0.07608)/\cos(0.07608)=-1.001692\) and \(\ln|\lambda|=0.05816\) per step, an amplitude e-folding time of \(1.2/0.05816=20.6\) fs. For \(k=15\), \(\theta=3.00188\) exceeds the edge \(2.98871\) and the growth is \(0.04294\) per step; \(k=17\) has the same frequency. For \(k=14\), \(\theta=2.95845\) is below its edge \(2.98647\), and \(\tau=-0.997429\) is stable. That makes three unstable modes, as diagonalizing the bead-space matrix also finds.

A trajectory from a random start grows at late times at \(0.05816\) per step. After 200 steps its energy has risen by \(10^{7.0}\), less than the factor \(e^{2\times200\times0.05816}\approx10^{10}\). The eigenvalue fixes the rate, while the prefactor depends on the weight of the start along the growing directions. The roots of (3) for \(P=8,16,32,64,128\) are \(2.951, 2.087, 1.190, 0.617, 0.3115\) fs, to be set beside \(\pi/\omega_{\max}=4.999, 2.500, 1.250, 0.625, 0.3125\) fs.

**Q.** So I choose \(h\) with every \(\omega_kh\) away from multiples of \(\pi\), and the exact step is safe.

**A.** It need not be, because a Hessian that differs between beads couples modes. A three-term recurrence shows what happens. Write the free step in blocks as \(q'=cq+sv\), \(v'=-Wsq+cv\), where \(c\) and \(s\) are functions of \(W\) with \(c^2+Ws^2=I\). For \(E\) they have eigenvalues \(\cos\theta_k\) and \(\sin\theta_k/\omega_k\). The inverse free step has \(s\to-s\), as multiplication confirms through that identity, and the inverse kick has \(K\to-K\). The last kick of a step does not move \(q\), so one step forward and one step back from \((q_N,v_N)\) give
\[ q_{N\pm1}=c\,q_N\pm s\big(v_N\mp\tfrac h2Kq_N\big), \]
and the sum eliminates the velocity:
\[ q_{N+1}+q_{N-1}=T q_N,\qquad T=2c-h\,sK. \tag{4} \]
If \(Tw=\mu w\) and \(\lambda+1/\lambda=\mu\), then \(q_N=\lambda^Nw\) solves (4). It is a trajectory of the map whenever \(s\) is invertible on the modes involved, since \(v_0\) can then be chosen to make \(q_1=\lambda w\).

Let \(\theta_k+\theta_l=2\pi n\) for two modes \(k\ne l\), write \(\theta=\theta_k\), and take \(\sin\theta\ne0\), the other case being the resonance already treated. Then \(\cos\theta_l=\cos\theta\) and \(\sin\theta_l=-\sin\theta\). Let \(K\) have the elements \(K_{kl}=K_{lk}=\kappa\) and no others. On this pair
\[ T=\begin{pmatrix}2\cos\theta&-h\kappa\sin\theta/\omega_k\\ h\kappa\sin\theta/\omega_l&2\cos\theta\end{pmatrix},\qquad \mu=2\cos\theta\pm\frac{i\,h\kappa\sin\theta}{\sqrt{\omega_k\omega_l}}, \]
because the off-diagonal elements have a negative product. If \(|\lambda|=1\), then \(\lambda+1/\lambda\) is real. Here \(\mu\) is not, so \(|\lambda|\ne1\), and one of the two roots \(\lambda\), \(1/\lambda\) grows for every \(\kappa\ne0\). Strong stability is lost at each sum resonance, and \(\omega_kh=n\pi\) is the member of the family with \(l=k\). For the rate put \(\lambda=e^{g+i\alpha}\). The real and imaginary parts give \(\cosh g\cos\alpha=\cos\theta\) and \(2\sinh g\sin\alpha=\operatorname{Im}\mu\). To leading order in \(\kappa\), \(|\sin\alpha|=|\sin\theta|\) and \(g=h|\kappa|/(2\sqrt{\omega_k\omega_l})\).

In a dimensionless ring with \(P=6\), \(\omega_P=1\), the modes \(\omega_1=1\), \(\omega_2=1.73205\) resonate at \(h=2\pi/2.73205=2.29981\). The three angles \(2.29981, 3.98338, 4.59961\) are far from multiples of \(\pi\). For \(\kappa=0.001\) the estimate \(2.29981\times0.001/(2\sqrt{1.73205})=8.7374\times10^{-4}\) matches the computed growth to those digits.

**Q.** A potential \(V(q_j)\) gives a \(K\) that is diagonal in the beads. Can it produce such a coupling?

**A.** Yes. Take \(K_{jj}=\kappa(1+\cos x_j)\), \(x_j=2\pi j/6\), and the cosine modes \(\sqrt{2/P}\cos kx_j\). Using \(\cos^2x=(1+\cos2x)/2\) twice,
\[ K_{12}=\frac{2\kappa}{P}\sum_j\cos^2x_j\cos2x_j=\frac{\kappa}{P}\sum_j\Big[\cos2x_j+\frac{1+\cos4x_j}{2}\Big]=\frac\kappa2, \]
since the sums of \(\cos2x_j\) and \(\cos4x_j\) vanish and the sum of 1 against \(\cos x_j\cos2x_j\) vanishes by orthogonality. The uniform part adds \(\phi_k\approx h\kappa/(2\omega_k)\) to each angle, which moves the resonance to \(h=2.29914\). If the couplings to non-resonant modes are dropped, the leading-order growth is \(h\kappa/(4\sqrt{\omega_1\omega_2})=4.367\times10^{-4}\). The full matrix gives \(4.368\times10^{-4}\).

**Q.** Now I suspect there are still more resonances, differences for instance. Can the list be closed?

**A.** It can, with a conserved quadratic form. Let \(S\) be symplectic and \(f(S)\) a polynomial in \(S\) and \(S^{-1}\), and set \(Q(z)=\langle z,f(S)z\rangle\). Because \(f(S)\) commutes with \(S\),
\[ Q(Sz)=\langle Sz,S f(S)z\rangle=\langle z,f(S)z\rangle=Q(z). \]
If \(Q\) is positive definite, with \(a|z|^2\le Q\le b|z|^2\), then \(|S^Nz|^2\le(b/a)|z|^2\), so \(S\) is stable. The coefficients of \(Q\) are continuous in \(S\), so the form built with the same \(f\) from a nearby symplectic \(S'\) is still definite, and \(S'\) conserves it. A definite \(Q\) proves strong stability.

For a rotation and \(f(S)=S\), \(Q=vq'-qv'=\sin\theta\,(\omega q^2+v^2/\omega)\), the terms in \(qv\cos\theta\) cancelling. Summed over modes this is indefinite if the sines differ in sign, and a polynomial repairs that. Suppose \(\theta_k+\theta_l\notin2\pi\mathbb Z\) for all internal \(k,l\). The case \(k=l\) gives \(\sin\theta_k\neq0\). If \(\cos\theta_k=\cos\theta_l\), then \(\theta_k\equiv\pm\theta_l\) modulo \(2\pi\), the minus sign is excluded, and the sines agree. The sign of the sine is therefore a function of the cosine on this finite set, and Lagrange interpolation supplies a polynomial \(p\) with \(p(\cos\theta_k)=\operatorname{sign}\sin\theta_k\). On block \(k\), \((E+E^{-1})/2\) is \(\cos\theta_k\) times the unit matrix, so \(f(S)=S\,p\big((S+S^{-1})/2\big)\) gives
\[ Q=\sum_{k\ge1}|\sin\theta_k|\,(\omega_kq_k^2+v_k^2/\omega_k)>0 . \]
On the internal modes, \(E\) is strongly stable if and only if \((\omega_k+\omega_l)h\notin2\pi\mathbb Z\) for all \(k,l\). A difference resonance has \(\theta_k\equiv\theta_l\), which the construction allows.

**Q.** What does the Cayley transform change?

**A.** It replaces \(e^{hA}\) by \(C=(I-\tfrac h2A)^{-1}(I+\tfrac h2A)\). For one mode let \(x=\omega^2h^2/4\). The matrix \(I-\tfrac h2A\) has determinant \(1+x\), and its inverse is \((I+\tfrac h2A)/(1+x)\), because \((I-\tfrac h2A)(I+\tfrac h2A)=I-\tfrac{h^2}4A^2\) and \(A^2=-\omega^2I\). The same relation gives \((I+\tfrac h2A)^2=(1-x)I+hA\), so
\[ C=\frac1{1+x}\begin{pmatrix}1-x&h\\-\omega^2h&1-x\end{pmatrix}. \]
With \(t=\omega h/2\), the half-angle formulas \(\cos\tilde\theta=(1-t^2)/(1+t^2)\), \(\sin\tilde\theta=2t/(1+t^2)\) hold for \(\tan(\tilde\theta/2)=t\), and \(h/(1+x)=\sin\tilde\theta/\omega\). So \(C\) has the form of \(E\), with the angle
\[ \tilde\theta=2\arctan(\omega h/2)\in(0,\pi)\quad\text{for }\omega h>0 . \]
It is symplectic and conserves \(v^2+\omega^2q^2\), and for \(\omega=0\) it equals \(E\). Every sum \(\tilde\theta_k+\tilde\theta_l\) lies strictly between 0 and \(2\pi\), and the plain choice \(f(S)=S\) gives
\[ Q=h\sum_{k\ge1}\frac{\omega_k^2q_k^2+v_k^2}{1+x_k}>0 . \]
Nothing here restricts \(P\) or \(h\), so \(C\) is strongly stable on the internal modes for every \(P\ge2\) and \(h>0\).

The price is phase accuracy. From \(\arctan t=t-t^3/3+\dots\), \(\tilde\theta=\omega h-(\omega h)^3/12+\dots\), an error of third order per step. Fast modes are slowed: for \(k=16\) in the example the angle is \(1.97062\) in place of \(3.01640\), low by 35% of the exact free angle.

**Q.** But \(\tilde\theta_{\max}\to\pi\) as \(P\to\infty\). The resonance has been pushed to infinity, and the margin vanishes. Is "any \(P\)" worth anything?

**A.** The margin against arbitrary symplectic changes does shrink. The gap is \(\pi-\tilde\theta=2\arctan(2/\omega h)\), which approaches \(4/(\omega h)\) for large \(\omega h\). At \(h=1.2\) fs it falls from \(2.42\) rad at \(P=8\) to \(0.3285\) rad at \(P=128\), where \(4/(\omega_{\max}h)=0.3315\). In the scaled variables \((\sqrt\omega\,q,\ v/\sqrt\omega)\) an extra rotation by the gap is a change as small as the gap, and it turns the block into \(-I\), which is not strongly stable. The kick, however, is a special change, and it can be treated at finite strength, with the centroid included.

Let \(X=h^2W/4\), \(Y=h^2K/4\), \(D=(I+X)^{-1}\), \(R=I-Y\). The blocks of \(C\) are \(c=(I-X)D=2D-I\), \(s=hD\), and \(Ws=\tfrac4hXD=\tfrac4h(I-D)\). One step of \(BCB\) is \(u=v-\tfrac h2Kq\), \(q'=cq+su\), \(v'=-Wsq+cu-\tfrac h2Kq'\). Then
\[ v\cdot q'=v\cdot cq+v\cdot sv-\tfrac h2\,v\cdot sKq, \]
\[ -q\cdot v'=q\cdot Wsq-q\cdot cv+\tfrac h2\,q\cdot(cK+Kc)q+\tfrac h2\,q\cdot Ksv-\tfrac{h^2}4\,q\cdot KsKq . \]
The mixed terms cancel in the sum, because \(c\), \(s\) and \(K\) are symmetric. With \(K=4Y/h^2\), \(\tfrac h2(cK+Kc)=\tfrac4h(DY+YD-Y)\) and \(\tfrac{h^2}4KsK=\tfrac4hYDY\). The matrix acting between the \(q\) vectors is \(\tfrac4h[I-Y-(D-DY-YD+YDY)]\), and the inner bracket is \(RDR\):
\[ Q=h\,v\cdot Dv+\tfrac4h\,q\cdot(R-RDR)\,q. \tag{5} \]
Define the symmetric matrix \(Z=D^{1/2}RD^{1/2}\). Then \(R-RDR=D^{-1/2}(Z-Z^2)D^{-1/2}\), which is positive definite if and only if every eigenvalue \(\zeta\) of \(Z\) has \(0<\zeta<1\). The condition \(Z>0\) is \(R>0\), and \(Z<I\) is \(D^{-1}-R=X+Y>0\). So \(BCB\) is strongly stable when
\[ h^2K<4I\qquad\text{and}\qquad W+K>0, \tag{6} \]
with the inequalities meant for all eigenvalues.

**Q.** Sufficient, I agree. Are the conditions also needed, and where has \(P\) gone?

**A.** In (4), \(T=2c-hsK=4D-2I-4DY=4DR-2I\), and \(DR=D^{1/2}ZD^{-1/2}\) has the eigenvalues of \(Z\). Hence \(\mu=4\zeta-2\) is real, which excludes the complex \(\mu\) of the sum resonance for any symmetric \(K\). If some \(\zeta\) lies outside \([0,1]\), then \(|\mu|>2\), the roots of \(\lambda+1/\lambda=\mu\) are real with one of modulus above 1, and \(s=hD\) is invertible, so the map is unstable. If the smallest \(\zeta\) is 0 or the largest is 1, the change \(K\to K\pm\epsilon I\) adds \(\mp\tfrac14\epsilon h^2D\) to \(Z\), a definite matrix that pushes this eigenvalue out of the interval for any \(\epsilon>0\). Conditions (6) are therefore necessary and sufficient for strong stability.

For a bead-diagonal Hessian the first condition reads \(h^2\max_jV''(q_j)/m<4\), which contains no spring frequency. The second does not contain \(h\). It says that the Hessian of the springs and the potential together is positive definite at the point of linearization, which is a minimum if that point is stationary, and a negative eigenvalue of \(W+K\) makes the true motion \(\ddot q=-(W+K)q\) grow as well. It holds for every \(P\) if all \(V''(q_j)>0\). Trials with random bead-diagonal \(K\), away from the boundaries of (6), agreed with this criterion in 166 stable cases, 34 that broke the first condition and 95 that broke the second alone.

**Q.** Show me the example again with \(C\).

**A.** For \(K=\Omega^2I\) and \(y=\Omega^2h^2/4\), \(\zeta=(1-y)/(1+x)\) and \(\tau=\mu/2=(1-x-2y)/(1+x)\). With \(y=0.11496\) and \(x=2.27467\) for \(k=16\), \(\tau=(1-2.27467-2\times0.11496)/3.27467=-0.4595\), far from \(-1\). The edge condition \((\Omega^2h/2\omega)\tan(\theta/2)=1\) used only the rotation form of the free step. Inserting \(\tan(\tilde\theta/2)=\omega h/2\) cancels \(\omega\) and leaves \(y=1\), so all modes reach the edge together at \(h=2/\Omega=3.539\) fs, whatever \(P\) is. In a fast mode the free angle nears \(\pi\), but the kick does not carry it across. Write \(\tau=\cos\alpha\) for \(0<y<1\). Then \(1+\tau=2(1-y)/(1+x)\) and \(1+\cos\tilde\theta=2/(1+x)\), so \(\cos(\alpha/2)=\sqrt{1-y}\,\cos(\tilde\theta/2)\). When the gap \(\pi-\tilde\theta\) is small, the kick therefore multiplies it by about \(\sqrt{1-y}\), a factor that does not depend on \(\omega\).

The energy is bounded uniformly in \(P\) as well. The modes are uncoupled, so each conserves its own term of (5). Multiplying that term by \((1+x)/h\) gives \(v^2+\tfrac4{h^2}(1-y)[(1+x)-(1-y)]q^2\), and \(\tfrac4{h^2}(x+y)=\omega^2+\Omega^2\), so the invariant is \(v^2+(1-y)(\omega^2+\Omega^2)q^2\). Call its sum over modes \(\mathcal I\). Since \(2H/m=\sum[v^2+(\omega^2+\Omega^2)q^2]\) and \(0<y<1\), \(\mathcal I\le2H/m\le \mathcal I/(1-y)\) at every step, and
\[ 1-y\le H_N/H_0\le\frac1{1-y}. \]
These bounds are \(0.885\) and \(1.130\) here. The start that blew up under \(E\) kept \(H_N/H_0\) between \(0.982\) and \(1.055\) over 20000 steps.

**Q.** In a real simulation the Hessian changes along the trajectory. Does the result carry over?

**A.** Not as a theorem. The form \(Q\) is built from one fixed map, and a product of different stable maps can be unstable. Take one mode with \(\omega h=2\), so \(x=1\) and \(C\) sends \((q,v)\) to \((v/\omega,-\omega q)\), a quarter turn. Let the Hessian alternate between \(+\kappa\) and \(-\kappa\) at successive times. The two half kicks at one time merge into \(L_\pm: v\to v\mp h\kappa q\). With \(\eta=h\kappa/\omega\),
\[ CL_\pm=\begin{pmatrix}\mp\eta&1/\omega\\-\omega&0\end{pmatrix},\qquad \operatorname{tr}(CL_+CL_-)=(-\eta^2-1)+(-1)=-2-\eta^2 . \]
The two-step map has unit determinant and a trace below \(-2\), so it is unstable for every \(\kappa\ne0\), although for small \(\kappa\) each constant Hessian satisfies (6) on this mode taken alone. For \(\omega=1\), \(h=2\), \(\kappa=0.05\), the trace is \(-2.0100\), and \(|\lambda|=1.005+\sqrt{1.005^2-1}=1.1051\) per two steps. The Cayley step removes the resonances of the free map with a constant Hessian, at every \(P\). Parametric resonance with a Hessian that varies in time remains possible, and nothing shown here bounds the energy in an anharmonic potential. The steps \(1.2\) fs and \(2/\Omega=3.539\) fs belong to the harmonic model and are not steps to use for a real bond stretch: its curvature on the inner wall exceeds \(\Omega^2\) and changes along the trajectory, so the energy can grow under \(C\) as well at steps far below \(2/\Omega\). The numerical check below compares the formulas with matrices built from the matrix exponential and from the linear solve that defines \(C\).

## Computed values

```
T = 300 K, P = 32, h = 1.2 fs, well wavenumber = 3000 cm^-1
beta hbar = 25.4608 fs, Omega = 0.56510 1/fs, omega_P = 1.25684 1/fs
Omega h = 0.67811, y = (Omega h/2)^2 = 0.11496, 2/Omega = 3.5392 fs
k=14: omega = 2.46537 1/fs, theta = 2.95845, phi = 0.07756, pi-2phi = 2.98647 rad
k=14: exact half trace = -0.997429, growth = 0.00000 per step
k=14: Cayley angle = 1.95268 rad, x = 2.18810, half trace = -0.444785
k=15: omega = 2.50157 1/fs, theta = 3.00188, phi = 0.07644, pi-2phi = 2.98871 rad
k=15: exact half trace = -1.000922, growth = 0.04294 per step
k=15: Cayley angle = 1.96617 rad, x = 2.25282, half trace = -0.455832
k=16: omega = 2.51367 1/fs, theta = 3.01640, phi = 0.07608, pi-2phi = 2.98944 rad
k=16: exact half trace = -1.001692, growth = 0.05816 per step
k=16: Cayley angle = 1.97062 rad, x = 2.27467, half trace = -0.459464
unstable modes (exact) = 3, rho exact = 1.059880, rho Cayley = 1.000000
amplitude e-folding time (exact) = 20.63 fs
trajectory growth = 0.05816 per step, log10(H/H0) after 200 steps = 7.01
Cayley H/H0 over 20000 steps in [0.9816, 1.0554], bounds [0.8850, 1.1299]
P=8: exact first unstable h = 2.9514 fs, pi/omega_max = 4.9992 fs, Cayley gap at h = 2.4205 rad
P=16: exact first unstable h = 2.0872 fs, pi/omega_max = 2.4996 fs, Cayley gap at h = 1.8494 rad
P=32: exact first unstable h = 1.1898 fs, pi/omega_max = 1.2498 fs, Cayley gap at h = 1.1710 rad
P=64: exact first unstable h = 0.6171 fs, pi/omega_max = 0.6249 fs, Cayley gap at h = 0.6402 rad
P=128: exact first unstable h = 0.3115 fs, pi/omega_max = 0.3125 fs, Cayley gap at h = 0.3285 rad
P=128: 4/(omega_max h) = 0.3315 rad
P=6, omega_P=1: omega_1 = 1.00000, omega_2 = 1.73205, kappa = 0.001, h_sum = 2.29981
  angles = 2.29981, 3.98338, 4.59961 rad; growth = 8.7374e-04, formula = 8.7374e-04 per step
  bead-diagonal K: h = 2.29914, growth = 4.3684e-04, formula = 4.3674e-04 per step
random K trials: stable 166, h^2K<4 violated 34, only W+K>0 violated 95
alternating K (omega=1, h=2, kappa=0.05): two-step trace = -2.0100, rho = 1.10512
```
